# Minimax exponential sums for 1/x: Remez algorithm and error bounds, part 2

We approximate $1/x$ on $[1,R]$, with $x$ dimensionless and $R>1$, by

$$u(x)=\sum_{i=1}^k w_i e^{-a_i x},\qquad e(x)=\frac1x-u(x).$$

$E_k(R)$ is the infimum of $\max_{[1,R]}|e|$ over real $w_i,a_i$. A positive sum has all $w_i,a_i>0$ and distinct $a_i$. Energies are in hartree, $E_h$; a denominator $D\in[D_{\min},D_{\max}]$ gives $x=D/D_{\min}$, $R=D_{\max}/D_{\min}$.

(c) A nonzero $\sum_{i=1}^k(\alpha_i+\beta_ix)e^{-a_ix}$ with distinct $a_i$ has at most $2k-1$ zeros, counted with multiplicity.

If $e(x_j)=(-1)^jd_j$, $d_j>0$, at $1\le x_0<\dots<x_{2k}\le R$, then

$$\min_j d_j\le E_k\le\max_{[1,R]}|e|. \tag{1}$$

The Remez iteration computes the optimal (minimax) sum; its $x_{2k}$ is the last zero of $e'$, or $R$ if that zero is not below $R$.

For $0<c<1$, a positive sum interpolating $1/x$ at $m=2k$ nodes $c+s_j$ in $[1,R]$ obeys

$$u(c)<1/c, \tag{2}$$

$$|e(x)|\le\frac2c\,|B(x-c)|,\qquad 1\le x\le R, \tag{3}$$

with $B(s)=\prod_{j=1}^m\frac{s-s_j}{s+s_j}$. Let $K,K'$ be the complete elliptic integrals of moduli $\lambda,\sqrt{1-\lambda^2}$, and

$$\mu(\lambda)=\frac{\pi K'}{2K},\quad\sigma(R)=\frac{\pi^2}{\mu(1/R)},\quad\lambda_c=\frac{1-c}{R-c}.$$

Zolotarev nodes are $s_j=\beta\operatorname{dn}v_j$, $v_j=(2j-1)K'/2m$, $\beta=R-c$, with $\operatorname{dn}$ of modulus $\sqrt{1-\lambda^2}$, $\lambda=\lambda_c$. Then $F(v)=B(\beta\operatorname{dn}v)$ equals $G(z,q)=\theta_2/\theta_3$ at $z=m\pi v/K'$, $q=\exp(-2\pi^2m/\mu)$, $\mu=\mu(\lambda_c)$, and

$$\max|B|=2q^{1/4}\prod_{n\ge1}\left(\frac{1+q^{2n}}{1+q^{2n-1}}\right)^2<2q^{1/4}=2e^{-\pi^2k/\mu}, \tag{4}$$

$$E_k(R)\le\frac4c\exp\left(-\frac{\pi^2k}{\mu(\lambda_c)}\right),\qquad0<c<1. \tag{5}$$

Taking $c=1/2$, the best choice when $\pi^2k\approx\ln^28R$, gives the Braess–Hackbusch (BH) bound

$$E_k\le 8\exp\left(-\frac{\pi^2k}{\ln8R}\right). \tag{6}$$

The computed Zolotarev interpolant also uses $c=1/2$.

### Two limits

*Wide intervals.* If the optimal sum has $x_{2k}=R_k^*<R$, then $e$ falls monotonically to zero beyond $R_k^*$, so $|e|\le E_k$ on $[1,\infty)$, while all alternation points lie in $[1,R^*_k]$. By (1) the same sum is optimal for every $R\ge R_k^*$. The error has saturated, whereas (6) rises towards 8 as $R\to\infty$ and carries no information there.

*Narrow intervals.* Let $x_m=(1+R)/2$ and $x=x_m(1+\xi)$, so that $1/x=x_m^{-1}\int_0^\infty e^{-t}e^{-\xi t}dt$. The $k$-point Gauss–Laguerre rule $\mathcal Q$ applied to $e^{-\xi t}$ is a positive sum with

$$e=\frac1{x_m}\sum_n\frac{(-\xi)^n}{n!}\left[\int_0^\infty t^ne^{-t}dt-\mathcal Q(t^n)\right].$$

The brackets vanish for $n<2k$. For $n=2k$, $t^{2k}$ differs from the square of the monic Laguerre polynomial $\pi_k=e^t(-d/dt)^k(t^ke^{-t})$ by degree $2k-1$, and $\mathcal Q(\pi_k^2)=0$. The bracket is $\int\pi_k^2e^{-t}dt=\int t^k\pi_ke^{-t}dt$ by orthogonality, and $k$ integrations by parts give $k!\int t^ke^{-t}dt=(k!)^2$. So $e^{(2k)}(x_m)/(2k)!=C_k$ with $C_k=(k!)^2/[(2k)!\,x_m^{2k+1}]$.

For an interpolant on nodes $y_j\in[1,R]$, $e(x)=\prod_j(x-y_j)\,e^{(2k)}(\bar x)/(2k)!$ with $\bar x\in[1,R]$. As $R\to1$ the interpolation conditions, written as divided differences, tend to those of a $2k$-fold zero, whose Jacobian is regular by (c) with multiplicities, so the last factor tends to $C_k$. On Chebyshev nodes the product equioscillates at $2k+1$ points with height $2[(R-1)/4]^{2k}$, and (1) closes from both sides:

$$E_k\to\frac{2(k!)^2}{(2k)!}\left(\frac{R-1}4\right)^{2k}x_m^{-2k-1}. \tag{7}$$

For $c=0$ and $R\to1$, each denominator of $B$ tends to $2x_m$, so the numerator equioscillates to leading order and $\max|B|\to2[(R-1)/8x_m]^{2k}$; also $\mu\to0$ and $q\to0$, so (4) gives $\max|B|\to2e^{-\sigma k}$. Then (7) reads $E_k\to[4^k(k!)^2/(2k)!]\,x_m^{-1}\,2e^{-\sigma k}$, and Stirling's formula gives $\sqrt{\pi k}$ for the bracket at large $k$. Replacing $x_m$ by $\sqrt R$, which agrees with it as $R\to1$, suggests

$$E_k\approx2\sqrt{\pi k/R}\;e^{-\sigma k},\qquad\ln\frac{E_{k-1}}{E_k}\approx\sigma-\tfrac12\ln\frac k{k-1}. \tag{8}$$

For $R$ far from 1 and below $R_k^*$, (8) is a heuristic without fitted constants. The dependence $\sqrt k\,e^{-\sigma k}$, on which the second formula rests, is a conjecture; of the factor $2\sqrt{\pi/R}$, the limit $R\to1$ fixes the value $2\sqrt\pi$ at $R=1$ and nothing more. The form $1/\sqrt R$ is a choice among expressions that agree there, supported by the numbers below (keeping $1/x_m$ would turn the ratio $1.085$ found at $R=10$, $k=8$ into $1.085\times5.5/\sqrt{10}\approx1.9$), and it should not be taken as the exact constant at other $R$.

### Reading the numbers

The numerical output below lists the minimax error $E$, the error $Z$ of the Zolotarev interpolant, the bound (5) at the best $c$ of a grid ($S$) and the bound (6) (BH). In each case the identity $F=G$, the estimates (2) to (4) at $c=1/2$ (with an absolute tolerance of $10^{-11}$ in (3)), the bounds (5) and (6), the count of $2k$ sign changes and the maximum of $|e|$ on 5001 points were tested.

For $R=10$, $k=3$ the three terms at $x=1$ are $0.284735\,e^{-0.106446}=0.25598$, $0.958312\,e^{-0.679193}=0.48589$ and $2.844377\,e^{-2.402416}=0.25741$, whose sum, taken from these six-digit parameters before the terms are rounded, is $0.999286$, which leaves $e(1)\approx7.1\times10^{-4}$, the printed $E$. Randomly perturbed parameters gave no smaller error. For $k=1$, $1-1.42910\,e^{-0.44649}=0.08556$, and a direct search over $a$ and $w$ returned $8.55641\times10^{-2}$ at the same exponent.

The bound (6) holds with room to spare. At $R=10$ the ratio BH$/E$ grows from $0.841/0.0856=9.8$ at $k=1$ to $1.20\times10^{-7}/1.716\times10^{-9}=70$ at $k=8$. Of this factor, $Z/E=2.8$ comes from using the interpolant in place of the optimum and BH$/Z=25$ from the estimates. With $\mu(1/19)\approx\ln76$, replacing $\mu$ by $\ln80$ costs $\exp[8\pi^2(1/\ln76-1/\ln80)]\approx1.24$; the product in (4) is practically one because $q$ is tiny; the remaining factor of about $20$ comes from (3). At $R=1000$, $k=8$, $S$ and BH agree to the printed digits, as the condition for $c=1/2$ predicts: $8\pi^2=79$ against $\ln^28000=81$.

The last local rate $\ln(E_7/E_8)$ lies between the rate of (6) and $\sigma$: $2.2523<2.6143<2.6773$ for $R=10$, $1.4765<1.5852<1.6473$ for $R=100$, and $1.0982<1.1256<1.1900$ for $R=1000$. With $\tfrac12\ln(8/7)=0.0668$, (8) predicts $2.6105$, $1.5805$ and $1.1232$, and $E_8$ is $1.085$, $1.063$ and $0.997$ times the first formula in (8). The local rates support the dependence $\sqrt k\,e^{-\sigma k}$ at $k=8$ and do not establish the limit $k\to\infty$. The constant in the first formula is only approximate: at $k=8$ the ratio tends to $4^8(8!)^2/[16!\sqrt{8\pi}]=1.016$ as $R\to1$ by (7), is $1.085$ at $R=10$ and $0.997$ at $R=1000$, so it is not monotonic in $R$; and at $R=10$ its values $1.095$ for $k=6$ and $1.085$ for $k=8$, fitted to $a+b/k$, give $a\approx1.06$ rather than $1$. The exponent in (6) does not bound single ratios: at $R=1000$, $\ln(E_4/E_5)=0.98$ and $\ln(E_5/E_6)=1.076$ lie below $1.0982$, and $\ln(E_6/E_7)=1.113$ lies above it.

Saturation sets in at $R_k^*=8.67,\ 41.54,\ 146.77,\ 436.06$ for $k=1$ to $4$. Accordingly $E_2=1.7850\times10^{-2}$ for both $R=100$ and $1000$, while $E_3$ still rises from $4.7895\times10^{-3}$ to $5.0516\times10^{-3}$. For $R=1.1$, $k=2$, (7) gives $\tfrac13(0.025)^4/1.05^5=1.0202\times10^{-7}$, and the computed $1.0241\times10^{-7}$ is $0.4\%$ above it; for $k=3$ the excess is $0.5\%$.

### Worked example: Laplace MP2 of water

For a closed shell with real occupied orbitals $i,j$ and virtual orbitals $a,b$, the MP2 correlation energy is $E_2^{\rm c}=-\sum N/D$, with $N=(ia|jb)[2(ia|jb)-(ib|ja)]$ and $D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Writing $1/D=x^{-1}/D_{\min}$ and replacing $1/x$ by $u$, with terms labelled $l$,

$$E_L=-\sum_{l=1}^k\frac{w_l}{D_{\min}}\sum_{iajb}N\,f^{(l)}_{ia}f^{(l)}_{jb},\qquad f^{(l)}_{ia}=e^{-a_l(\varepsilon_a-\varepsilon_i)/D_{\min}}.$$

Each term is a product of four one-orbital factors, which can be absorbed into the orbitals; the denominator that coupled four indices is gone, at the price of $k$ evaluations. Subtracting, $\Delta E=E_L-E_2^{\rm c}=\sum N\,e(D/D_{\min})/D_{\min}$, so $|\Delta E|\le E_k\sum|N|/D_{\min}$. Setting the right side of (6) below $\epsilon$ and taking logarithms, $k\ge\ln(8R)\ln(8/\epsilon)/\pi^2$ terms suffice for $E_k\le\epsilon$. This sufficient count depends on the system through $R$ alone and grows like $\ln R$ as the gap closes. The number of terms needed at fixed $\epsilon$ need not follow it, because $E_k$ saturates: $E_4=1.70\times10^{-3}$ for all $R\ge436.06$ and is no larger on shorter intervals, so four terms meet $\epsilon=2\times10^{-3}$ for every $R$. A closing gap also enters through the factor $1/D_{\min}$ in the energy bound, which diverges and so demands a smaller $\epsilon$ for a fixed absolute energy error; for $D_{\min}=0$ the construction fails.

The molecule is treated at RHF/cc-pVDZ with all electrons correlated, at a chosen geometry of $0.96$ Å and $104.5^\circ$. The reference is canonical MP2 in the same basis, $-0.20415480\,E_h$ or $-5.55534$ eV; it leaves out higher-order correlation, the basis-set limit and relativity, and $\Delta E$ measures the error of the exponential sum alone. From the orbital energies, $D_{\min}=2(0.1851+0.4930)$ and $D_{\max}=2(4.1445+20.5509)$, which before rounding of the inputs are $1.3561$ and $49.3907\,E_h$, so $R=36.421$. This lies above $R_1^*$ and below $R_2^*$: $E_1$ has its saturated value, and $E_2=1.769\times10^{-2}$ is slightly below its own.

For $\epsilon=10^{-5}$ the rate of (6) is $\pi^2/\ln(291.37)=1.7393$ and $\ln(8\times10^5)=13.592$; the quotient is $7.815$, so eight terms are guaranteed to suffice. Seven are needed, since $E_6=1.082\times10^{-5}$ misses $\epsilon$ by $8\%$ and $E_7=1.602\times10^{-6}$ meets it. The local rate $\ln(1.602/0.2351)=1.919$ compares with $1.9814-0.0668=1.915$ from (8).

With $\sum|N|=1.0368\,E_h^2$ the energy bound at $k=6$ is $1.082\times10^{-5}\times1.0368/1.3561=8.27\times10^{-6}\,E_h$, and the actual error is $+6.74\times10^{-7}\,E_h$. The bound holds for all eight $k$, but $|\Delta E|$ is not monotonic: it is smaller at $k=1$ than at $k=2$, and at $k=5$ it is $6.8\times10^{-8}\,E_h$, below the values at $k=6$ and $7$ and about $10^{-3}$ of its bound, against $0.35$ of the bound at $k=2$. The formula for $\Delta E$ allows this, because $e$ changes sign $2k$ times across the range of $D$ and the contributions partly cancel, by an amount that $E_k$ does not control. An unusually small $\Delta E$ at one $k$ is therefore no measure of convergence; the bound is. At $k=8$ it guarantees $1.80\times10^{-7}\,E_h$, about $9\times10^{-7}$ of the canonical MP2 energy, while the actual error is $-1.28\times10^{-9}\,E_h$, or $-3.49\times10^{-8}$ eV.

## Numbers as computed

```
dimensionless: E minimax, Z interpolant on Zolotarev nodes, S best-c bound, BH=8exp(-pi^2k/ln8R)
R=10 k=1 E=8.5564e-02 Z=1.63e-01 S=7.37e-01 BH=8.41e-01
R=10 k=2 E=8.7523e-03 Z=1.07e-02 S=8.38e-02 BH=8.85e-02
R=10 k=3 E=7.1451e-04 Z=8.67e-04 S=8.06e-03 BH=9.30e-03
R=10 k=4 E=5.5769e-05 Z=7.36e-05 S=7.13e-04 BH=9.78e-04
R=10 k=5 E=4.2425e-06 Z=6.40e-06 S=6.00e-05 BH=1.03e-04
R=10 k=6 E=3.1729e-07 Z=5.69e-07 S=4.88e-06 BH=1.08e-05
R=10 k=7 E=2.3443e-08 Z=5.17e-08 S=3.87e-07 BH=1.14e-06
R=10 k=8 E=1.7164e-09 Z=4.75e-09 S=3.02e-08 BH=1.20e-07
R=100 k=1 E=8.5564e-02 Z=4.25e-01 S=1.34e+00 BH=1.83e+00
R=100 k=2 E=1.7850e-02 Z=7.25e-02 S=3.66e-01 BH=4.17e-01
R=100 k=3 E=4.7895e-03 Z=1.23e-02 S=9.12e-02 BH=9.54e-02
R=100 k=4 E=1.0660e-03 Z=2.42e-03 S=2.16e-02 BH=2.18e-02
R=100 k=5 E=2.2743e-04 Z=4.84e-04 S=4.94e-03 BH=4.98e-03
R=100 k=6 E=4.7596e-05 Z=9.82e-05 S=1.10e-03 BH=1.14e-03
R=100 k=7 E=9.8409e-06 Z=2.00e-05 S=2.41e-04 BH=2.60e-04
R=100 k=8 E=2.0164e-06 Z=4.14e-06 S=5.20e-05 BH=5.93e-05
R=1000 k=1 E=8.5564e-02 Z=6.40e-01 S=1.75e+00 BH=2.67e+00
R=1000 k=2 E=1.7850e-02 Z=1.81e-01 S=6.78e-01 BH=8.90e-01
R=1000 k=3 E=5.0516e-03 Z=4.81e-02 S=2.50e-01 BH=2.97e-01
R=1000 k=4 E=1.7003e-03 Z=1.29e-02 S=8.95e-02 BH=9.89e-02
R=1000 k=5 E=6.3846e-04 Z=3.83e-03 S=3.13e-02 BH=3.30e-02
R=1000 k=6 E=2.1769e-04 Z=1.16e-03 S=1.07e-02 BH=1.10e-02
R=1000 k=7 E=7.1530e-05 Z=3.52e-04 S=3.64e-03 BH=3.67e-03
R=1000 k=8 E=2.3209e-05 Z=1.07e-04 S=1.22e-03 BH=1.22e-03
R=10 mu=3.6864 rates: BH 2.2523 ln(E7/E8) 2.6143 sigma 2.6773; E8/law 1.085
R=100 mu=5.9914 rates: BH 1.4765 ln(E7/E8) 1.5852 sigma 1.6473; E8/law 1.063
R=1000 mu=8.2940 rates: BH 1.0982 ln(E7/E8) 1.1256 sigma 1.1900; E8/law 0.997
R=10 k=3 w: 0.284735 0.958312 2.844377
R=10 k=3 a: 0.106446 0.679193 2.402416
R=10 k=3 x: 1.000000 1.149777 1.656893 2.703365 4.637539 7.745664 10.000000
brute force k=1 R=10: E=8.55641e-02 a=0.44649; Remez a=0.44649 w=1.42910
saturation R*_k: k=1:8.67 k=2:41.54 k=3:146.77 k=4:436.06
R=1.1 k=2: E=1.0241e-07 Gauss-Laguerre limit=1.0202e-07
R=1.1 k=3: E=1.7435e-11 Gauss-Laguerre limit=1.7351e-11
water RHF/cc-pVDZ: r=0.96 angstrom, angle=104.5 deg, E_HF=-76.026654 Eh
eps lowest -20.5509 HOMO -0.4930 LUMO 0.1851 highest 4.1445 Eh
Dmin=1.3561 Eh Dmax=49.3907 Eh R=36.421 sum|N|=1.0368 Eh^2
canonical MP2 = -0.20415480 Eh = -5.55534 eV
rates at this R: BH 1.7393 sigma 1.9814
k=1 E_k=8.556e-02 BH=1.41e+00 E_L=-0.20545173 Eh dE=-1.30e-03 Eh bound=6.54e-02 Eh
k=2 E_k=1.769e-02 BH=2.47e-01 E_L=-0.19942663 Eh dE=+4.73e-03 Eh bound=1.35e-02 Eh
k=3 E_k=3.025e-03 BH=4.34e-02 E_L=-0.20449572 Eh dE=-3.41e-04 Eh bound=2.31e-03 Eh
k=4 E_k=4.739e-04 BH=7.62e-03 E_L=-0.20416092 Eh dE=-6.12e-06 Eh bound=3.62e-04 Eh
k=5 E_k=7.222e-05 BH=1.34e-03 E_L=-0.20415487 Eh dE=-6.82e-08 Eh bound=5.52e-05 Eh
k=6 E_k=1.082e-05 BH=2.35e-04 E_L=-0.20415413 Eh dE=+6.74e-07 Eh bound=8.27e-06 Eh
k=7 E_k=1.602e-06 BH=4.13e-05 E_L=-0.20415496 Eh dE=-1.64e-07 Eh bound=1.22e-06 Eh
k=8 E_k=2.351e-07 BH=7.25e-06 E_L=-0.20415480 Eh dE=-1.28e-09 Eh bound=1.80e-07 Eh
eps=1e-05: BH asks k>=7.82, i.e. 8; Remez needs k=7
k=8 energy error = -3.49e-08 eV
```
